# Kanamori interaction, rotational invariance and two-electron levels of a t2g shell: a numerical check

```python
"""Kanamori interaction of a t2g shell, tested from Coulomb integrals.

Result under test: for real t2g orbitals m = yz, zx, xy with
    U = (mm|mm), U' = (mm|m'm'), J = (mm'|mm'),
cubic symmetry gives the Kanamori Hamiltonian. Invariance under rotations of
the orbitals among themselves holds only if Delta = U - U' - 2J vanishes, and
the two-electron levels are then U-3J (9 states), U-J (5) and U+2J (1).
Case 1: 3d shell of free Co3+ (spherical Hartree-Fock), where Delta = 0.
Case 2: d Gaussian with tails on six octahedral sites, where Delta != 0.
Energies are in hartree (Eh), lengths in bohr.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.spatial.transform import Rotation
from pyscf import gto, scf

EV = physical_constants["Hartree energy in eV"][0]

# ---------- Fock space of three orbitals with two spins (64 states) ----------
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])


def annihilator(k):
    """Jordan-Wigner matrix of the annihilator of spin orbital k."""
    out = np.eye(1)
    for i in range(6):
        out = np.kron(out, parity if i < k else lower if i == k else np.eye(2))
    return out


c = [[annihilator(2 * m + s) for s in range(2)] for m in range(3)]
cd = [[c[m][s].T for s in range(2)] for m in range(3)]
n = [[cd[m][s] @ c[m][s] for s in range(2)] for m in range(3)]
number = sum(n[m][s] for m in range(3) for s in range(2))
pair_states = np.where(np.abs(np.diag(number) - 2) < 1e-12)[0]
assert len(pair_states) == 15

s_plus = sum(cd[m][0] @ c[m][1] for m in range(3))
s_z = 0.5 * sum(n[m][0] - n[m][1] for m in range(3))
S2 = s_plus.T @ s_plus + s_z @ s_z + s_z


def hop(a, b):
    return sum(cd[a][s] @ c[b][s] for s in range(2))


L_ops = [-1j * (hop(a, b) - hop(b, a)) for a, b in ((1, 2), (2, 0), (0, 1))]
L2 = sum(op @ op for op in L_ops)


def coulomb_operator(V):
    """Two-body operator straight from all integrals V[m,n,p,q] = (mn|pq)."""
    H = np.zeros((64, 64))
    for m, k, p, q in itertools.product(range(3), repeat=4):
        for s, t in itertools.product(range(2), repeat=2):
            H += 0.5 * V[m, k, p, q] * (cd[m][s] @ cd[p][t] @ c[q][t] @ c[k][s])
    return H


def kanamori_operator(U, Up, J):
    """Density terms, spin flip and pair hopping with three parameters."""
    H = U * sum(n[m][0] @ n[m][1] for m in range(3))
    for a, b in itertools.permutations(range(3), 2):
        H = H + Up * n[a][0] @ n[b][1]
        H = H + 0.5 * (Up - J) * sum(n[a][s] @ n[b][s] for s in range(2))
        H = H - J * cd[a][0] @ c[a][1] @ cd[b][1] @ c[b][0]
        H = H + J * cd[a][0] @ cd[a][1] @ c[b][1] @ c[b][0]
    return H


def transform(eri, T):
    return np.einsum("pqrs,pi,qj,rk,sl->ijkl", eri, T, T, T, T, optimize=True)


def two_electron_levels(H):
    """Distinct levels as (energy, degeneracy, mean S^2, mean L^2)."""
    sector = np.ix_(pair_states, pair_states)
    energy, vec = np.linalg.eigh(H[sector])
    levels, start = [], 0
    for i in range(1, 16):
        if i == 15 or energy[i] - energy[i - 1] > 1e-6:
            X = vec[:, start:i]
            means = [np.trace(X.T @ op[sector] @ X).real / (i - start)
                     for op in (S2, L2)]
            levels.append((energy[start:i].mean(), i - start, *means))
            start = i
    return energy, levels


def analyse(V):
    """Read U, U', J from one orbital pair, then test the whole tensor."""
    U, Up, J = V[0, 0, 0, 0], V[0, 0, 1, 1], V[0, 1, 0, 1]
    odd = max(abs(V[i]) for i in itertools.product(range(3), repeat=4)
              if any(i.count(m) % 2 for m in range(3)))
    assert odd < 1e-8
    H = coulomb_operator(V)
    assert np.abs(H - kanamori_operator(U, Up, J)).max() < 1e-7
    energy, levels = two_electron_levels(H)
    cubic = [Up - J] * 9 + [Up + J] * 3 + [U - J] * 2 + [U + 2 * J]
    assert np.allclose(energy, np.sort(cubic), atol=1e-7)
    return U, Up, J, odd, H, levels


def commutator_norm(H):
    return max(np.abs(H @ op - op @ H).max() for op in L_ops)


def show(levels):
    for e, g, s2, l2 in levels:
        print(f"  level {e:.6f} Eh = {e * EV:.4f} eV, states {g}, "
              f"S^2 {abs(s2):.3f}, L^2 {abs(l2):.3f}")


# ---------- case 1: free Co3+, spherical restricted Hartree-Fock ----------
ion = gto.M(atom="Co 0 0 0", basis="def2-tzvp", charge=3, spin=0, verbose=0)
mf = scf.hf.RHF(ion)
mf.chkfile = None
mf.conv_tol = 1e-11
mf.max_cycle = 100
d_electrons = ion.nelectron - 18


def spherical_occupation(mo_energy=None, mo_coeff=None):
    order = np.argsort(mo_energy)
    occ = np.zeros(len(mo_energy))
    occ[order[:9]] = 2.0
    occ[order[9:14]] = d_electrons / 5
    return occ


mf.get_occ = spherical_occupation
mf.kernel()
assert mf.converged
shell = np.argsort(mf.mo_energy)[9:14]
assert np.ptp(mf.mo_energy[shell]) < 1e-6
C = mf.mo_coeff[:, shell]
overlap = ion.intor("int1e_ovlp")
labels = [lab[3] for lab in ion.ao_labels(fmt=None)]
columns = []
for name in ("yz", "xz", "xy"):
    # projection of one basis function of pure angular type on the 3d shell
    v = C @ (C.T @ overlap[:, labels.index(name)])
    columns.append(v / np.sqrt(v @ overlap @ v))
T_ion = np.array(columns).T
assert np.allclose(T_ion.T @ overlap @ T_ion, np.eye(3), atol=1e-8)
V_ion = transform(ion.intor("int2e"), T_ion)
U, Up, J, odd, H_ion, levels = analyse(V_ion)
delta = U - Up - 2 * J
assert abs(delta) < 1e-7 and J > 0.001
assert [lev[1] for lev in levels] == [9, 5, 1]
assert np.allclose([lev[0] for lev in levels],
                   [U - 3 * J, U - J, U + 2 * J], atol=1e-7)
assert np.allclose([lev[2] for lev in levels], [2, 0, 0], atol=1e-6)
assert np.allclose([lev[3] for lev in levels], [2, 6, 0], atol=1e-6)

# ---------- case 2: cubic orbitals with tails on six sites ----------
# Only integrals are used, so the nuclear charges of the centres play no role.
distance, d_exponent, p_exponent, mixing = 4.0, 1.0, 0.3, 0.5
sites = [(axis, sign) for axis in range(3) for sign in (1, -1)]
atoms = [["H1", (0.0, 0.0, 0.0)]]
for axis, sign in sites:
    atoms.append(["H2", tuple(sign * distance * np.eye(3)[axis])])
model = gto.M(atom=atoms, unit="Bohr", spin=1, verbose=0,
              basis={"H1": [[2, [d_exponent, 1.0]]],
                     "H2": [[1, [p_exponent, 1.0]]]})
S_model = model.intor("int1e_ovlp")
columns = []
for d_index, (a, b) in ((1, (1, 2)), (3, (2, 0)), (0, (0, 1))):
    v = np.zeros(model.nao)
    v[d_index] = 1.0
    for k, (axis, sign) in enumerate(sites):
        if axis in (a, b):
            partner = b if axis == a else a
            v[5 + 3 * k + partner] = -mixing * sign / 2
    columns.append(v / np.sqrt(v @ S_model @ v))
T_model = np.array(columns).T
assert np.allclose(T_model.T @ S_model @ T_model, np.eye(3), atol=1e-10)
eri_model = model.intor("int2e")
V_model = transform(eri_model, T_model)
U2, Up2, J2, odd2, H_model, levels2 = analyse(V_model)
delta2 = U2 - Up2 - 2 * J2
assert abs(delta2) > 1e-4
assert sorted(lev[1] for lev in levels2) == [1, 2, 3, 9]

# self-repulsion of a rotated orbital, recomputed from the basis integrals
theta = np.pi / 6
mixed = np.cos(theta) * T_model[:, 0] + np.sin(theta) * T_model[:, 1]
U_rotated = transform(eri_model, mixed[:, None])[0, 0, 0, 0]
U_law = U2 - 0.5 * delta2 * np.sin(2 * theta) ** 2
assert abs(U_rotated - U_law) < 1e-9

# a general rotation of the three orbitals among themselves
R = Rotation.from_euler("zyx", [0.5, 0.8, 0.3]).as_matrix()
change_ion = np.abs(transform(V_ion, R) - V_ion).max()
change_model = np.abs(transform(V_model, R) - V_model).max()
assert change_ion < 1e-7 and change_model > 0.1 * abs(delta2)
comm_ion, comm_model = commutator_norm(H_ion), commutator_norm(H_model)
assert comm_ion < 1e-7 and comm_model > 0.1 * abs(delta2)

print("Case 1: free Co3+, spherical restricted HF, def2-TZVP")
print(f"  electrons in 3d shell: {d_electrons}")
print(f"  occupation per d orbital: {d_electrons / 5:.2f}")
print(f"  3d orbital energy: {mf.mo_energy[shell].mean():.6f} Eh")
print(f"  U  = {U:.6f} Eh = {U * EV:.4f} eV")
print(f"  U' = {Up:.6f} Eh = {Up * EV:.4f} eV")
print(f"  J  = {J:.6f} Eh = {J * EV:.4f} eV")
print(f"  U - 2J = {U - 2 * J:.6f} Eh")
print(f"  |U - U' - 2J| = {abs(delta):.1e} Eh")
print(f"  largest symmetry-forbidden integral: {odd:.1e} Eh")
show(levels)
gap1, gap2 = levels[1][0] - levels[0][0], levels[2][0] - levels[1][0]
print(f"  first gap {gap1:.6f} Eh, ratio to J {gap1 / J:.4f}")
print(f"  second gap {gap2:.6f} Eh, ratio to J {gap2 / J:.4f}")
print(f"  largest change of integrals on rotation: {change_ion:.1e} Eh")
print(f"  largest element of [H, L]: {comm_ion:.1e} Eh")
print("Case 2: cubic model orbitals with tails on six sites")
print(f"  site distance {distance:.1f} bohr, tail mixing {-mixing:.1f}")
print(f"  d exponent {d_exponent:.1f}, p exponent {p_exponent:.1f} bohr^-2")
print(f"  U = {U2:.6f} Eh, U' = {Up2:.6f} Eh, J = {J2:.6f} Eh")
print(f"  U - 2J = {U2 - 2 * J2:.6f} Eh")
print(f"  Delta = U - U' - 2J = {delta2:.6f} Eh")
print(f"  largest symmetry-forbidden integral: {odd2:.1e} Eh")
show(levels2)
print(f"  rotation angle {np.degrees(theta):.0f} degrees")
print(f"  rotated self-repulsion, integrals: {U_rotated:.6f} Eh")
print(f"  rotated self-repulsion, angle law: {U_law:.6f} Eh")
print(f"  largest change of integrals on rotation: {change_model:.6f} Eh")
print(f"  largest element of [H, L]: {comm_model:.6f} Eh")
print("all assertions hold")
```

Output:

```
Case 1: free Co3+, spherical restricted HF, def2-TZVP
  electrons in 3d shell: 6
  occupation per d orbital: 1.20
  3d orbital energy: -1.743824 Eh
  U  = 1.022016 Eh = 27.8105 eV
  U' = 0.941637 Eh = 25.6233 eV
  J  = 0.040189 Eh = 1.0936 eV
  U - 2J = 0.941637 Eh
  |U - U' - 2J| = 4.2e-10 Eh
  largest symmetry-forbidden integral: 1.3e-09 Eh
  level 0.901448 Eh = 24.5297 eV, states 9, S^2 2.000, L^2 2.000
  level 0.981826 Eh = 26.7169 eV, states 5, S^2 0.000, L^2 6.000
  level 1.102394 Eh = 29.9977 eV, states 1, S^2 0.000, L^2 0.000
  first gap 0.080378 Eh, ratio to J 2.0000
  second gap 0.120567 Eh, ratio to J 3.0000
  largest change of integrals on rotation: 2.4e-09 Eh
  largest element of [H, L]: 1.4e-08 Eh
Case 2: cubic model orbitals with tails on six sites
  site distance 4.0 bohr, tail mixing -0.5
  d exponent 1.0, p exponent 0.3 bohr^-2
  U = 0.574205 Eh, U' = 0.520558 Eh, J = 0.025656 Eh
  U - 2J = 0.522892 Eh
  Delta = U - U' - 2J = 0.002334 Eh
  largest symmetry-forbidden integral: 5.1e-23 Eh
  level 0.494901 Eh = 13.4670 eV, states 9, S^2 2.000, L^2 2.000
  level 0.546214 Eh = 14.8632 eV, states 3, S^2 0.000, L^2 6.000
  level 0.548548 Eh = 14.9268 eV, states 2, S^2 0.000, L^2 6.000
  level 0.625517 Eh = 17.0212 eV, states 1, S^2 0.000, L^2 0.000
  rotation angle 30 degrees
  rotated self-repulsion, integrals: 0.573329 Eh
  rotated self-repulsion, angle law: 0.573329 Eh
  largest change of integrals on rotation: 0.001502 Eh
  largest element of [H, L]: 0.002334 Eh
all assertions hold
```
